# A gauge-invariant kinetic energy density for meta-GGA functionals, part 2

Meta-GGA functionals use $\tau=\tau_W$ to recognize a one-electron region, but $\tau$ depends on the gauge and the test fails for a current-carrying orbital. The remedy is to replace $\tau$ by $\tilde\tau$.

Hartree atomic units are used, with the magnetic field in the SI-based atomic unit; the electron has charge $-1$ and kinetic momentum $-i\nabla+\mathbf A$, with $\mathbf B=\nabla\times\mathbf A$. For orbitals $\psi_i$ with occupations $f_i\ge0$ in one collinear spin channel $\sigma$ (index usually dropped),

$$n=\sum_i f_i|\psi_i|^2,\qquad \tau=\tfrac12\sum_i f_i|\nabla\psi_i|^2,\qquad \mathbf j=\sum_i f_i\,\mathrm{Im}(\psi_i^*\nabla\psi_i),$$

$$\tau_W=\frac{|\nabla n|^2}{8n},\qquad \tilde\tau=\tau-\frac{|\mathbf j|^2}{2n},\qquad \mathbf u=\mathbf j/n.$$

A gauge change with real $\chi(\mathbf r)$, marked by primes, is $\psi_i'=e^{i\chi}\psi_i$, $\mathbf A'=\mathbf A-\nabla\chi$. It gives

$$\mathbf j'=\mathbf j+n\nabla\chi. \tag{4}$$

$$\tau'=\tau+\mathbf j\cdot\nabla\chi+\tfrac12 n|\nabla\chi|^2. \tag{5}$$

$$\tilde\tau'=\tau'-\frac{|\mathbf j'|^2}{2n}=\tau-\frac{|\mathbf j|^2}{2n}=\tilde\tau. \tag{6}$$

$$\tau'=\tilde\tau+\tfrac12n\,|\nabla\chi+\mathbf u|^2, \tag{7}$$

With $\tau_A=\tfrac12\sum_if_i|(-i\nabla+\mathbf A)\psi_i|^2$ and the physical current $\mathbf J=\mathbf j+n\mathbf A$,

$$\tau_A=\tau+\mathbf A\cdot\mathbf j+\tfrac12n|\mathbf A|^2. \tag{8}$$

$$\tau_A-\frac{|\mathbf J|^2}{2n}=\tau-\frac{|\mathbf j|^2}{2n}=\tilde\tau. \tag{9}$$

(8) holds for any real vector field in place of $\mathbf A$.

For one orbital, $\sqrt f\,\psi=\sqrt n\,e^{i\theta}$ (Section 5) gives $\tau_W=\tfrac12|\nabla\sqrt n|^2$, $\mathbf j=n\nabla\theta$ and

$$\tau=\tau_W+\frac{|\mathbf j|^2}{2n},\qquad \tilde\tau=\tau_W. \tag{10}$$

For many orbitals,

$$\tilde\tau-\tau_W=\frac1{2n}\sum_{i<k}f_if_k\,\big|\psi_i\nabla\psi_k-\psi_k\nabla\psi_i\big|^2\;\ge 0. \tag{11}$$

For real vectors $\mathbf p,\mathbf q$,

$$\frac{|\mathbf p|^2}{n_\uparrow}+\frac{|\mathbf q|^2}{n_\downarrow}-\frac{|\mathbf p+\mathbf q|^2}{n}=\frac{|n_\downarrow\mathbf p-n_\uparrow\mathbf q|^2}{n_\uparrow n_\downarrow n},\qquad n=n_\uparrow+n_\downarrow, \tag{12}$$

so the spin-summed $\tau-|\mathbf j_\uparrow+\mathbf j_\downarrow|^2/(2n)$ exceeds the per-channel sum $\tilde\tau_\uparrow+\tilde\tau_\downarrow$ by $|n_\downarrow\mathbf j_\uparrow-n_\uparrow\mathbf j_\downarrow|^2/(2n_\uparrow n_\downarrow n)$.

For a one-electron spinor with spin direction $\hat{\mathbf m}$, with $n$, $\mathbf j$ and $\tau$ summed over both components,

$$\tilde\tau-\tau_W=\frac n8\sum_a|\nabla\hat m_a|^2. \tag{13}$$

The example is a $3d$ orbital with $m=2$, $\psi=N(x+iy)^2e^{-\zeta r}$, $\zeta=3$ bohr$^{-1}$, in a field $B=0.1$ a.u. along $z$ with $\mathbf A=\tfrac12\mathbf B\times\mathbf r$; the gauge origin is moved by 10 bohr along $x$.

## 8. Meta-GGA ingredients

TPSS uses $z=\tau_W/\tau$ and SCAN uses $\alpha=(\tau-\tau_W)/\tau_{\rm unif}$. For one spin channel of the uniform gas, plane waves fill a sphere of radius $k_F$, so $n=k_F^3/(6\pi^2)$ and $\tau=\int d^3k\,(2\pi)^{-3}k^2/2=k_F^5/(20\pi^2)=\tfrac3{10}k_F^2n$, which is

$$\tau_{\rm unif}=\tfrac3{10}(6\pi^2)^{2/3}n^{5/3}.$$

Replacing $\tau$ by $\tilde\tau$ makes both indicators invariant by (6), keeps $0\le z\le1$ and $\alpha\ge0$ by (11), and gives $\alpha=0$ for one orbital by (10), with $z=1$ wherever $\nabla n\neq0$; at a stationary point of the density of one orbital $\tau_W=\tilde\tau=0$ and $z$ is $0/0$, defined only as the limit $1$. Where $\mathbf j_\sigma=0$, as for real orbitals or for Bloch states occupied equally at $\mathbf k$ and $-\mathbf k$ when $\psi_{-\mathbf k}=\psi_{\mathbf k}^*$, the functional is unchanged.

The consequence for the energy is explicit in TPSS correlation. By definition $E_c=\int n\,\varepsilon_c\,d^3r$ with

$$\varepsilon_c=\varepsilon_{\rm rev}\,\big(1+d\,\varepsilon_{\rm rev}z^3\big),\qquad d=2.8\ \text{Ha}^{-1},$$

$$\varepsilon_{\rm rev}=\varepsilon_c^{\rm PBE}\,(1+Cz^2)-(1+C)\,z^2\sum_\sigma\frac{n_\sigma}n\,\bar\varepsilon_\sigma .$$

Here $C$ is a finite function of the spin polarization and its gradient, $z$ is formed from the total density and total $\tau$, and $\bar\varepsilon_\sigma$ is the larger of $\varepsilon_c^{\rm PBE}$ for the actual spin densities and $\varepsilon_c^{\rm PBE}$ for channel $\sigma$ alone. For $n_\downarrow=0$ the two candidates for $\bar\varepsilon_\uparrow$ coincide and the sum equals $\varepsilon_c^{\rm PBE}$. The terms in $C$ cancel, $(1+Cz^2)-(1+C)z^2=1-z^2$, and

$$\varepsilon_{\rm rev}=\varepsilon_c^{\rm PBE}\,(1-z^2). \tag{14}$$

The correlation energy of one electron must be zero, and (14) gives zero at $z=1$. With the raw $\tau$ of a current-carrying orbital $z<1$, and as $z\to0$, for instance under a large boost, $\varepsilon_c\to\varepsilon_c^{\rm PBE}$, so the full self-correlation error of PBE returns.

## 9. Worked example

The orbital is $\psi=N(x+iy)^2e^{-\zeta r}$, occupied by one spin-up electron. The exponent $\zeta=3$ bohr$^{-1}$ is a chosen input; the electron is treated as an isolated one-electron model. With $\rho^2=x^2+y^2$ and $x+iy=\rho e^{i\varphi}$, the modulus is $\sqrt n=N\rho^2e^{-\zeta r}$ and the phase is $\theta=2\varphi$.

The integrals needed are $\int_0^\infty r^pe^{-2\zeta r}dr=p!/(2\zeta)^{p+1}$, $\int\sin^2\!\vartheta\,d\Omega=2\pi\int_{-1}^1(1-c^2)\,dc=2\pi\cdot\tfrac43$ and $\int\sin^4\!\vartheta\,d\Omega=2\pi\int_{-1}^1(1-c^2)^2dc=2\pi\cdot\tfrac{16}{15}$, where $\vartheta$ is the polar angle, $c=\cos\vartheta$ and $\rho=r\sin\vartheta$. Normalization requires $N^2\cdot2\pi\cdot\tfrac{16}{15}\cdot6!/(2\zeta)^7=1$, which gives $N^2=58.01198$ bohr$^{-7}$ and $N=7.616559$ bohr$^{-7/2}$.

The gradient of the modulus is $\nabla\sqrt n=Ne^{-\zeta r}(2\rho\hat{\boldsymbol\rho}-\zeta\rho^2\hat{\mathbf r})$, and $\hat{\boldsymbol\rho}\cdot\hat{\mathbf r}=\rho/r$. The gradient of the phase is $2\hat{\boldsymbol\varphi}/\rho$. Section 5 then gives

$$\tau_W=\tfrac12N^2\rho^2e^{-2\zeta r}\Big(4-\frac{4\zeta\rho^2}r+\zeta^2\rho^2\Big),\qquad \frac{|\mathbf j|^2}{2n}=\tfrac12n\frac4{\rho^2}=2N^2\rho^2e^{-2\zeta r}.$$

In the equatorial plane $\rho=r$, the bracket is $(2-\zeta r)^2$, and $z=(2-\zeta r)^2/[(2-\zeta r)^2+4]$. This is zero on the ring $r=2/\zeta$ where the density is largest: the raw indicator is furthest from its one-electron value exactly at the density maximum. Toward the axis the bracket tends to $4$ and $z\to4/8$; the numerical value at $\rho=10^{-4}$ bohr and height 1 bohr is $0.50000$.

To integrate, divide each term by the normalization integral. A term $N^2\rho^2e^{-2\zeta r}$ gives $\tfrac{4/3}{16/15}\cdot\tfrac{4!}{6!}(2\zeta)^2=\tfrac54\cdot\tfrac{4\zeta^2}{30}=\zeta^2/6$. A term $N^2\rho^4e^{-2\zeta r}/r$ gives $\tfrac{5!}{6!}(2\zeta)=\zeta/3$. A term $N^2\rho^4e^{-2\zeta r}$ gives $1$. Hence

$$T_W=\tfrac12\Big(\tfrac46-\tfrac43+1\Big)\zeta^2=\frac{\zeta^2}6,\qquad \int\frac{|\mathbf j|^2}{2n}\,d^3r=\frac{\zeta^2}3,\qquad T=\frac{\zeta^2}2,$$

that is $1.5$, $3.0$ and $4.5$ Ha. Two thirds of the kinetic energy is azimuthal flow.

For the gauge change take $\mathbf B=B\hat{\mathbf z}$ with the chosen value $B=0.1$ a.u. ($2.3505\times10^4$ T) and $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. Moving the gauge origin to $\mathbf R=10\,\hat{\mathbf x}$ bohr gives $\mathbf A'=\tfrac12\mathbf B\times(\mathbf r-\mathbf R)=\mathbf A-\tfrac12\mathbf B\times\mathbf R$. Comparison with $\mathbf A'=\mathbf A-\nabla\chi$ gives $\nabla\chi=\tfrac12\mathbf B\times\mathbf R=\tfrac12BR\,\hat{\mathbf y}$, since $\hat{\mathbf z}\times\hat{\mathbf x}=\hat{\mathbf y}$. Thus $\chi=ky$ with $k=0.5$ bohr$^{-1}$. Only the product $BR$ enters. The orbital is held fixed as a trial function and is not relaxed in the field.

At $(\pm1,0,0)$ bohr the density is $n=N^2e^{-2\zeta}=0.143797$ bohr$^{-3}$, and $\tau_W/n=\tfrac12(2-3)^2=0.5$ Ha, so $\tau_W=0.071899$ Ha/bohr$^3$. There $\hat{\boldsymbol\varphi}=\pm\hat{\mathbf y}$, so $j_y/n=\pm2$, $|\mathbf j|^2/(2n)=2n=0.287595$ Ha/bohr$^3$, and $\tau/n=0.5+2=2.5$ Ha, or $\tau=0.359493$ Ha/bohr$^3$. With $\tau_{\rm unif}=0.179890$ Ha/bohr$^3$ the indicators are $z=0.5/2.5=0.2$ and $\alpha=0.287595/0.179890=1.5987$.

In the shifted gauge at $(+1,0,0)$, (4) gives $j_y/n=2+0.5=2.5$ and (5) gives $\tau'/n=2.5+2\times0.5+0.125=3.625$ Ha. The correction per particle is $2.5^2/2=3.125$ Ha, which leaves $0.5$ Ha. At $(-1,0,0)$, $j_y/n=-2+0.5=-1.5$ and $\tau'/n=2.5-2\times0.5+0.125=1.625$ Ha; the correction is $1.5^2/2=1.125$ Ha, which again leaves $0.5$ Ha. The densities below are in Ha/bohr$^3$, and $z$ and $\alpha$ are formed with the raw $\tau$.

| point, gauge | $\tau$ | $j^2/2n$ | $z$ | $\alpha$ |
|---|---|---|---|---|
| $\pm1$, original | 0.359493 | 0.287595 | 0.20000 | 1.5987 |
| $+1$, shifted | 0.521265 | 0.449367 | 0.13793 | 2.4980 |
| $-1$, shifted | 0.233671 | 0.161772 | 0.30769 | 0.8993 |

In every row the difference of the first two columns is $0.071899$ to rounding, and $\tilde\tau$ gives $z=1$, $\alpha=0$. The raw $\alpha$ moves from above the uniform-gas value $1$ to below it at $(-1,0,0)$ through the choice of origin alone. Integrating (5), the term $k\int j_y\,d^3r$ vanishes because $j_y\propto\cos\varphi$, and $\Delta T=k^2/2=0.125$ Ha, so $\int\tau$ goes from $4.5000$ to $4.6250$ Ha while $\int\tilde\tau$ stays at $1.5000$ Ha.

The TPSS energies in hartree are the following.

| input | $E_x$ | $E_c$ |
|---|---|---|
| $\tau$ | $-0.4191$ | $-0.0070$ |
| $\tau'$ | $-0.4192$ | $-0.0070$ |
| $\tilde\tau$, either gauge | $-0.4437$ | $0.0000$ |

With the raw $\tau$ the electron has a spurious correlation energy of $-0.191$ eV. This is most of the PBE value of $-0.0074$ Ha, as (14) predicts when $z$ is small where $n\varepsilon_c^{\rm PBE}$ is large: the average of $1-z^2$ with that weight is $0.94$, while its average over the density alone is $0.80$ (at the sample point $1-z^2=0.96$). The correction also lowers the exchange energy by $0.0246$ Ha, or $0.670$ eV. This number measures the size of the effect and is not a gain in accuracy. For one electron the exact exchange-correlation energy is $-J/2$, with $J$ the Coulomb self-repulsion of the density. For this orbital $J=F^0+\tfrac4{49}F^2+\tfrac1{441}F^4=0.8084$ Ha in terms of the radial Slater integrals, so $-J/2=-0.4042$ Ha. The TPSS sum $E_x+E_c$ is $-0.4261$ Ha with $\tau$ and $-0.4437$ Ha with $\tilde\tau$: the correction restores gauge invariance and zero correlation, but for this orbital it increases the error of the sum from about $0.6$ eV to about $1.1$ eV.

The gauge shift of the raw energies is small, $-0.004$ eV for exchange and $+0.001$ eV for correlation, although $\tau$ changes locally by tens of percent. To first order the energy change is $\int(\partial e/\partial\tau)\,\delta\tau\,d^3r$, with $e$ the energy density. The derivative is axially symmetric for this orbital, so the term $kj_y\propto\cos\varphi$ integrates to zero and the change begins at order $k^2$. Two terms enter at that order, the first-order effect of $\tfrac12nk^2$ and the second-order effect of $kj_y$, so the first-order formula alone does not fix the sign of the shift. In addition, $1-z^2$ is insensitive to $\tau$ where $z$ is already small, its derivative with respect to $\ln\tau$ being $2z^2$. A small drift of the total energy with the gauge origin therefore does not show that the current term is negligible: here the change in energy caused by omitting it is larger than the drift by two orders of magnitude.

Finally, add a spin-down electron with $m=-2$. Its density equals that of the spin-up electron and its current is opposite, so the total current vanishes and the spin-summed correction does nothing: its integral stays at $2\times4.5=9.0$ Ha. The von Weizsäcker energy of the doubled density is $2\times1.5=3.0$ Ha, because $\tau_W$ scales linearly with $n$. The per-channel sum gives $3.0$ Ha. The excess from (12) is $|2n_\uparrow\mathbf j_\uparrow|^2/(4n_\uparrow^3)=2\,|\mathbf j_\uparrow|^2/(2n_\uparrow)$, which integrates to $2\times3.0=6.0$ Ha, the difference of $9.0$ and $3.0$.

## 10. Implementation

For real basis functions $\phi_\mu$ and $\psi_i=\sum_\mu c_{\mu i}\phi_\mu$, define $D_{\mu\nu}=\sum_if_ic_{\mu i}c_{\nu i}^*$ per spin. Then $\sum_if_i\psi_i^*\nabla\psi_i=\sum_{\mu\nu}D_{\mu\nu}\phi_\nu\nabla\phi_\mu$, so $\mathbf j=\sum_{\mu\nu}\mathrm{Im}D_{\mu\nu}\,\phi_\nu\nabla\phi_\mu$. Since $D$ is Hermitian, its imaginary part is antisymmetric and drops out of the symmetric sums for $n$ and $\tau$. A code that keeps only the real part of $D$ obtains correct $n$ and $\tau$ and loses the current without any warning.

A self-consistent calculation needs the variation of $\tilde\tau$. Define $t[\mathbf w]=\tfrac12\sum_if_i|(-i\nabla-\mathbf w)\psi_i|^2$ for a real vector field $\mathbf w$. By (8) with $\mathbf A=-\mathbf w$, $t[\mathbf w]=\tau-\mathbf w\cdot\mathbf j+\tfrac12n|\mathbf w|^2$. At $\mathbf w=\mathbf u$ this equals $\tau-|\mathbf j|^2/n+|\mathbf j|^2/(2n)=\tilde\tau$, and its derivative $-\mathbf j+n\mathbf w$ vanishes there. The variation of $\tilde\tau$ may therefore be taken at fixed $\mathbf u$:

$$\delta\tilde\tau=\delta\tau-\mathbf u\cdot\delta\mathbf j+\tfrac12|\mathbf u|^2\delta n .$$

With $v_\tau=\partial e/\partial\tau$ evaluated at $\tilde\tau$, the contribution to the generalized Kohn-Sham matrix of the channel is

$$F_{\mu\nu}=\tfrac12\int v_\tau\,\big[(-i\nabla-\mathbf u)\phi_\mu\big]^*\!\cdot\big[(-i\nabla-\mathbf u)\phi_\nu\big]\,d^3r,$$

which replaces the usual $\tfrac12\int v_\tau\nabla\phi_\mu\cdot\nabla\phi_\nu\,d^3r$ and is complex Hermitian. Passing $\tilde\tau$ to the functional while keeping the usual matrix gives, for a state that carries a current, an energy that is not stationary with respect to the orbitals. In linear response about a state with $\mathbf j=0$ the first variation of the correction vanishes, but its second-order part $-|\delta\mathbf j|^2/(2n)$ does not, so it enters the response kernel for imaginary perturbations of $D$.

Numerically, $t[\mathbf u]$ is a sum of squares and cannot turn negative, whereas the difference $\tau-|\mathbf j|^2/(2n)$ loses digits when the flow term dominates, as it does far from the gauge origin. Because $|\mathbf j|^2/(2n)\le\tau$, $\tilde\tau$ itself stays between $0$ and $\tau$ at low density and needs no regularization. The ratio $z=\tau_W/\tilde\tau$ does need care: in a one-orbital region it is $0/0$ where $\nabla n=0$, as on the ring of maximum density in Section 9, and $\partial z/\partial\tau=-1/\tau_W$ at $z=1$. For TPSS exchange $v_\tau$ therefore grows as $1/d^2$ with the distance $d$ from that ring and its volume integral diverges logarithmically, at a density far above any threshold. TPSS correlation gives, by (14), $v_\tau=2n\varepsilon_c^{\rm PBE}/\tau_W$ at $z=1$, the same singularity with the opposite sign; for this orbital it reduces the exchange part without cancelling it. Matrix elements that involve the occupied orbital stay finite, because $(-i\nabla-\mathbf u)\psi\propto\nabla\sqrt n$ vanishes as $d$ and leaves an integrable $1/d$. Between two functions for which $(-i\nabla-\mathbf u)\phi$ does not vanish on the ring the logarithm remains, also in the complete matrix, since the gradient term carries a factor $\nabla n\propto d$ and is only of order $1/d$. The velocity $\mathbf u=\mathbf j/n$ that enters $F_{\mu\nu}$ is not bounded at a node (it is $2/\rho$ near the axis in Section 9), and whether this matters depends on $v_\tau$. For TPSS exchange $v_\tau$ vanishes steeply toward the axis and the term $v_\tau|\mathbf u|^2$ is harmless. For SCAN exchange at $\alpha=0$, $v_\tau\propto n^{-1/3}s^{-1/2}\propto\rho^{-1/6}$, with $s$ the reduced density gradient, so for basis functions that do not vanish on the axis the integral of $v_\tau|\mathbf u|^2$ diverges and the matrix element depends on the density threshold below which points are skipped. Rounding can place $\tilde\tau$ slightly below $\tau_W$ in one-orbital regions, and resetting it to $\tau_W$ there is justified by (11), provided that $n$, $\nabla n$, $\mathbf j$ and $\tau$ come from the same orbitals.

## 11. What the numerical check tests

The numerical check verifies (4), (5), (6) and (10) by symbolic differentiation of arbitrary complex orbitals with an arbitrary $\chi$. It then builds random complex orbitals with fractional occupations and a nonlinear $\chi$, takes the gradients of orbitals, densities and spin direction by finite differences ($\nabla\chi$ is coded analytically), obtains $\tau_W$ from the gradient of the density itself, and tests the transformation laws, the lower bound implied by (7), the invariance of $\tau_A$ and $\mathbf J$, relation (9), the remainder (11), the one-orbital result and the spinor formula (13). For the $3d$ orbital it compares finite-difference values at the two points and quadrature over all space with the closed forms of Section 9, evaluates TPSS with libxc on two grids to confirm convergence, compares the libxc correlation energy with (14), and evaluates the two-electron pair. The matrix element of Section 10, the behaviour of $v_\tau$ near the ring and the axis, the averages of $1-z^2$ and the value of $J$ in Section 9 are not among the tests.

## Numbers as computed

```
zeta = 3.0 bohr^-1, N = 7.616559 bohr^-7/2, N^2 = 58.01198 bohr^-7
B = 0.1 a.u. = 2.3505e+04 T, R = 10 bohr, k = 0.50 bohr^-1
point (+1,0,0) bohr, original gauge:
  n = 0.143797 bohr^-3, j_y = +0.287595 a.u., j_y/n = +2.0000 a.u.
  tau = 0.359493, j^2/2n = 0.287595, tau~ = 0.071899, tau_W = 0.071899 Ha/bohr^3
  tau/n = 2.5000, tau~/n = 0.5000 Ha; tau_unif = 0.179890 Ha/bohr^3
  z = 0.20000, alpha = 1.5987; with tau~: z = 1.00000, alpha = 0.0000
point (+1,0,0) bohr, shifted gauge:
  n = 0.143797 bohr^-3, j_y = +0.359493 a.u., j_y/n = +2.5000 a.u.
  tau = 0.521265, j^2/2n = 0.449367, tau~ = 0.071899, tau_W = 0.071899 Ha/bohr^3
  tau/n = 3.6250, tau~/n = 0.5000 Ha; tau_unif = 0.179890 Ha/bohr^3
  z = 0.13793, alpha = 2.4980; with tau~: z = 1.00000, alpha = 0.0000
point (-1,0,0) bohr, original gauge:
  n = 0.143797 bohr^-3, j_y = -0.287595 a.u., j_y/n = -2.0000 a.u.
  tau = 0.359493, j^2/2n = 0.287595, tau~ = 0.071899, tau_W = 0.071899 Ha/bohr^3
  tau/n = 2.5000, tau~/n = 0.5000 Ha; tau_unif = 0.179890 Ha/bohr^3
  z = 0.20000, alpha = 1.5987; with tau~: z = 1.00000, alpha = 0.0000
point (-1,0,0) bohr, shifted gauge:
  n = 0.143797 bohr^-3, j_y = -0.215696 a.u., j_y/n = -1.5000 a.u.
  tau = 0.233671, j^2/2n = 0.161772, tau~ = 0.071899, tau_W = 0.071899 Ha/bohr^3
  tau/n = 1.6250, tau~/n = 0.5000 Ha; tau_unif = 0.179890 Ha/bohr^3
  z = 0.30769, alpha = 0.8993; with tau~: z = 1.00000, alpha = 0.0000
z at rho = 1e-4 bohr, height 1 bohr (axis limit) = 0.50000
norm = 1.000000; T_W = 1.500000 Ha; int j^2/2n = 3.000000 Ha; k^2/2 = 0.125000 Ha
PBE correlation energy = -0.0074 Ha; TPSS d = 2.8 Ha^-1
tau: integral = 4.5000 Ha, TPSS Ex = -0.4191 Ha, Ec = -0.0070 Ha (formula -0.0070 Ha)
tau shifted: integral = 4.6250 Ha, TPSS Ex = -0.4192 Ha, Ec = -0.0070 Ha (formula -0.0070 Ha)
tau~: integral = 1.5000 Ha, TPSS Ex = -0.4437 Ha, Ec = 0.0000 Ha (formula 0.0000 Ha)
tau~ shifted: integral = 1.5000 Ha, TPSS Ex = -0.4437 Ha, Ec = 0.0000 Ha (formula 0.0000 Ha)
spurious TPSS Ec with raw tau = -0.191 eV
TPSS Ex(tau~) - Ex(tau) = -0.670 eV
gauge shift with raw tau: Ex -0.004 eV, Ec +0.001 eV
pair m=+2 up, m=-2 down: spin-summed tau~ = 9.0000 Ha, T_W = 3.0000 Ha, spin-resolved tau~ = 3.0000 Ha
```
